# Valley splitting of a substitutional donor ground state in silicon: a program that tests the result

```python
"""Six-valley donor ground state at a site of symmetry Td.
Result under test: the valley states reduce to A1 + E + T2, with energies
  A1: e0 + g + 4 f,   E: e0 + g - 2 f,   T2: e0 - g.
e0: common valley energy; g: coupling of opposite valleys;
f: coupling of perpendicular valleys. Valley order: +x -x +y -y +z -z.
Phase convention: each Bloch function is real and positive at the donor site.
A plane-wave diamond-lattice model tests the symmetry assumptions.
"""
import itertools
import numpy as np

valleys = np.array([[1, 0, 0], [-1, 0, 0], [0, 1, 0],
                    [0, -1, 0], [0, 0, 1], [0, 0, -1]])

# Td: signed permutations of the axes that preserve the product x*y*z
group = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        if np.prod(signs) == 1:
            R = np.zeros((3, 3), dtype=int)
            for row in range(3):
                R[row, perm[row]] = signs[row]
            group.append(R)
assert len(group) == 24
reps = [(valleys @ R @ valleys.T == 1).astype(float) for R in group]
chi = np.array([np.trace(D) for D in reps])

# Irreducible characters from the action on coordinates and their squares
tr = np.array([np.trace(R) for R in group])
det = np.array([round(np.linalg.det(R)) for R in group])
axis_trace = np.array([np.trace(abs(R)) for R in group])
irreps = {"A1": np.ones(24), "A2": det, "E": axis_trace - 1,
          "T1": det * tr, "T2": tr}
for name in irreps:
    assert np.isclose(np.mean(irreps[name] ** 2), 1)
multiplicity = {name: np.mean(c * chi) for name, c in irreps.items()}
for name, expected in zip(irreps, [1, 0, 1, 0, 1]):
    assert np.isclose(multiplicity[name], expected)
invariant_count = np.mean(chi ** 2)
assert np.isclose(invariant_count, 3)

# Proposed valley coefficients, checked with character projectors
states = np.array([
    np.ones(6) / np.sqrt(6),
    np.array([-1, -1, -1, -1, 2, 2]) / np.sqrt(12),
    np.array([1, 1, -1, -1, 0, 0]) / 2,
    np.array([1, -1, 0, 0, 0, 0]) / np.sqrt(2),
    np.array([0, 0, 1, -1, 0, 0]) / np.sqrt(2),
    np.array([0, 0, 0, 0, 1, -1]) / np.sqrt(2)])
labels = ["A1", "E", "E", "T2", "T2", "T2"]
assert np.allclose(states @ states.T, np.eye(6))
for vector, name in zip(states, labels):
    dimension = irreps[name][[np.array_equal(R, np.eye(3))
                              for R in group]][0]
    projector = dimension / 24 * sum(c * D for c, D in
                                     zip(irreps[name], reps))
    assert np.allclose(projector @ vector, vector)


def valley_matrix(e0, g, f):
    H = np.zeros((6, 6))
    for i, j in itertools.product(range(6), repeat=2):
        H[i, j] = {1: e0, -1: g, 0: f}[int(valleys[i] @ valleys[j])]
    return H


def level_formula(e0, g, f):
    return np.array([e0 + g + 4 * f, e0 + g - 2 * f, e0 - g])


def group_average(M):
    return sum(D @ M @ D.T for D in reps) / 24


# A general Hermitian matrix, averaged over Td, keeps three real parameters
rng = np.random.default_rng(4)
A = rng.normal(size=(6, 6)) + 1j * rng.normal(size=(6, 6))
averaged = group_average(A + A.conj().T)
assert np.allclose(averaged.imag, 0)
assert np.allclose(averaged, valley_matrix(averaged[0, 0].real,
                   averaged[0, 1].real, averaged[0, 2].real))

# Energies and the condition for an A1 ground state on random couplings
outcomes = set()
for e0, g, f in rng.normal(size=(300, 3)):
    H = valley_matrix(e0, g, f)
    energies, vectors = np.linalg.eigh(H)
    formula = np.repeat(level_formula(e0, g, f), [1, 2, 3])
    assert np.allclose(energies, np.sort(formula))
    assert np.allclose(H @ states.T, states.T * formula)
    a1_lowest = abs(vectors[:, 0].sum()) / np.sqrt(6) > 0.99
    assert a1_lowest == (f < 0 and g + 2 * f < 0)
    outcomes.add(bool(a1_lowest))
assert outcomes == {True, False}

# Diamond-lattice model, with an atom at the origin (the donor site)
lattice_bohr = 10.0
form_factors_ry = {3: -0.20, 8: 0.05, 11: 0.08}
k_fraction = 0.85
cutoff = 14.3  # bound on |k+G|^2 in units of (2 pi/a)^2
G_all = np.array([G for G in itertools.product(range(-6, 7), repeat=3)
                  if len({n % 2 for n in G}) == 1])


def bloch_state(direction):
    waves = G_all + k_fraction * direction
    keep = np.sum(waves ** 2, axis=1) < cutoff
    G, K = G_all[keep], waves[keep]
    difference = G[:, None, :] - G[None, :, :]
    square = np.sum(difference ** 2, axis=2)
    structure = (1 + np.exp(-0.5j * np.pi * difference.sum(axis=2))) / 2
    H = np.zeros(square.shape, dtype=complex)
    for shell, strength in form_factors_ry.items():
        H += np.where(square == shell, strength, 0) * structure
    H += np.diag((2 * np.pi / lattice_bohr) ** 2 * np.sum(K ** 2, axis=1))
    energies, vectors = np.linalg.eigh(H)
    c = vectors[:, 4]  # lowest conduction band, above four valence bands
    amplitude = c.sum()
    assert abs(amplitude) > 1e-3
    c = c * abs(amplitude) / amplitude
    isolation = min(energies[4] - energies[3], energies[5] - energies[4])
    return K, c, isolation


bloch = [bloch_state(v) for v in valleys]
isolation_ry = min(b[2] for b in bloch)
assert isolation_ry > 1e-3


def wave_key(K):
    return tuple(int(round(100 * x)) for x in K)


tables = [{wave_key(K): c for K, c in zip(b[0], b[1])} for b in bloch]
permutation_error = 0.0
for R, D in zip(group, reps):
    for j in range(6):
        i = int(np.argmax(D[:, j]))
        rotated = bloch[j][0] @ R.T
        target = np.array([tables[i][wave_key(K)] for K in rotated])
        permutation_error = max(permutation_error,
                                np.max(abs(target - bloch[j][1])))
assert permutation_error < 1e-9

# Matrix of a tetrahedral short-range potential between the Bloch states
def potential_matrix(displacement):
    M = np.zeros((6, 6), dtype=complex)
    for i, j in itertools.product(range(6), repeat=2):
        q = bloch[i][0][:, None, :] - bloch[j][0][None, :, :]
        U = -np.exp(-np.sum(q ** 2, axis=2) / 4)
        U = U * (1 + 0.1j * np.prod(q, axis=2))
        U = U * np.exp(-1j * q @ displacement)
        M[i, j] = bloch[i][1].conj() @ U @ bloch[j][1]
    return M


centred = potential_matrix(np.zeros(3))
m0, mg, mf = centred[0, 0].real, centred[0, 1].real, centred[0, 2].real
form_error = np.max(abs(centred - valley_matrix(m0, mg, mf)))
assert form_error < 1e-9
assert np.allclose(np.linalg.eigvalsh(centred), np.sort(
    np.repeat(level_formula(m0, mg, mf), [1, 2, 3])), atol=1e-9)
shifted = potential_matrix(np.array([0.3, 0.2, 0.1]))
shifted_error = np.max(abs(shifted - group_average(shifted)))
assert shifted_error > 1e-3

# Density at the donor site and the contact-potential limit
site_amplitudes = np.array([b[1].sum() for b in bloch])
density_ratio = abs(states @ site_amplitudes) ** 2 \
    / abs(site_amplitudes[0]) ** 2
assert np.allclose(density_ratio, [6, 0, 0, 0, 0, 0], atol=1e-9)
contact = -np.outer(site_amplitudes.conj(), site_amplitudes)
contact_levels = np.linalg.eigvalsh(contact) / abs(contact[0, 0])
assert np.allclose(contact_levels, [-6, 0, 0, 0, 0, 0], atol=1e-9)

# Worked example: levels from diagonalization, then couplings recovered
e0, g, f = 0.0, -2.0, -3.0
H = valley_matrix(e0, g, f)
levels = np.linalg.eigvalsh(H)
E_A1, E_E, E_T2 = [states[n] @ H @ states[n] for n in (0, 1, 3)]
assert np.allclose(levels, [E_A1] + 3 * [E_T2] + 2 * [E_E])
delta_E, delta_T = E_E - E_A1, E_T2 - E_A1
f_back = -delta_E / 6
g_back = delta_E / 3 - delta_T / 2
assert np.allclose([g_back, f_back], [g, f])
assert np.isclose(levels.mean(), e0)

print("Valley characters (number of valleys left in place):")
for name, t, d in [("E", 3, 1), ("C3", 0, 1), ("C2", -1, 1),
                   ("S4", -1, -1), ("sigma_d", 1, -1)]:
    members = chi[(tr == t) & (det == d)]
    assert np.ptp(members) == 0
    print(f"  {len(members)} {name}: {members[0]:.0f}")
print("Multiplicities:", ", ".join(
    f"{n} {m:.0f}" for n, m in multiplicity.items()))
print(f"Number of invariant matrices: {invariant_count:.0f}")
print("Valley coefficients (+x -x +y -y +z -z):")
for name, vector in zip(labels, states):
    print(f"  {name:2s}", " ".join(f"{x:7.4f}" for x in vector))
print("Diamond-lattice model, inputs:")
print(f"  lattice constant = {lattice_bohr:.1f} bohr")
for shell, strength in form_factors_ry.items():
    print(f"  form factor, |G|^2 = {shell} (2pi/a)^2: {strength:.2f} Ry")
print(f"  valley position = {k_fraction:.2f} (2pi/a)")
print(f"  plane waves per valley = {len(bloch[0][1])}")
print("Diamond-lattice model, results:")
print(f"  distance to nearest other band = {isolation_ry:.4f} Ry")
print(f"  largest permutation-law error = {permutation_error:.1e}")
print("  potential matrix (arbitrary energy unit):")
print(f"    diagonal = {m0:.5f}, g = {mg:.5f}, f = {mf:.5f}")
print(f"    departure from invariant form, centred = {form_error:.1e}")
print(f"    departure from invariant form, shifted = {shifted_error:.4f}")
print("Donor-site density / single-valley density:")
print(f"  A1 {density_ratio[0]:.4f}, E {density_ratio[1]:.4f}, "
      f"T2 {density_ratio[3]:.4f}")
print("Contact levels / single-valley shift magnitude:",
      " ".join(f"{x + 0.0:.3f}" for x in np.round(contact_levels, 9)))
print(f"Worked example: e0 = {e0:.1f}, g = {g:.1f}, f = {f:.1f} meV")
print("  six eigenvalues (meV):", " ".join(f"{x:.3f}" for x in levels))
print(f"  A1 = {E_A1:.3f}, T2 = {E_T2:.3f}, E = {E_E:.3f} meV")
print(f"  E - A1 = {delta_E:.3f} meV")
print(f"  T2 - A1 = {delta_T:.3f} meV")
print(f"  E - T2 = {E_E - E_T2:.3f} meV")
print(f"  recovered g = {g_back:.3f}, f = {f_back:.3f} meV")
print("verified")
```

It prints:

```
Valley characters (number of valleys left in place):
  1 E: 6
  8 C3: 0
  3 C2: 2
  6 S4: 0
  6 sigma_d: 2
Multiplicities: A1 1, A2 0, E 1, T1 0, T2 1
Number of invariant matrices: 3
Valley coefficients (+x -x +y -y +z -z):
  A1  0.4082  0.4082  0.4082  0.4082  0.4082  0.4082
  E  -0.2887 -0.2887 -0.2887 -0.2887  0.5774  0.5774
  E   0.5000  0.5000 -0.5000 -0.5000  0.0000  0.0000
  T2  0.7071 -0.7071  0.0000  0.0000  0.0000  0.0000
  T2  0.0000  0.0000  0.7071 -0.7071  0.0000  0.0000
  T2  0.0000  0.0000  0.0000  0.0000  0.7071 -0.7071
Diamond-lattice model, inputs:
  lattice constant = 10.0 bohr
  form factor, |G|^2 = 3 (2pi/a)^2: -0.20 Ry
  form factor, |G|^2 = 8 (2pi/a)^2: 0.05 Ry
  form factor, |G|^2 = 11 (2pi/a)^2: 0.08 Ry
  valley position = 0.85 (2pi/a)
  plane waves per valley = 56
Diamond-lattice model, results:
  distance to nearest other band = 0.0380 Ry
  largest permutation-law error = 2.2e-14
  potential matrix (arbitrary energy unit):
    diagonal = -0.87800, g = -0.13013, f = -0.26015
    departure from invariant form, centred = 1.6e-14
    departure from invariant form, shifted = 0.2408
Donor-site density / single-valley density:
  A1 6.0000, E 0.0000, T2 0.0000
Contact levels / single-valley shift magnitude: -6.000 0.000 0.000 0.000 0.000 0.000
Worked example: e0 = 0.0, g = -2.0, f = -3.0 meV
  six eigenvalues (meV): -14.000 2.000 2.000 2.000 4.000 4.000
  A1 = -14.000, T2 = 2.000, E = 4.000 meV
  E - A1 = 18.000 meV
  T2 - A1 = 16.000 meV
  E - T2 = 2.000 meV
  recovered g = -2.000, f = -3.000 meV
verified
```
